Local-energy tails from nodes and the stable law of the sample variance

**1. What scaling and symmetry fix**

Variational Monte Carlo draws configurations from Ψ² and averages the local energy E_L = HΨ/Ψ. At a small signed distance s from a node, Ψ ∝ s. If HΨ does not vanish there, E_L ∝ 1/s, while the probability of a slab is ∝ s² ds. Exceeding an energy X needs |s| ≲ 1/X, which has probability ∝ X⁻³, so the density of E_L falls as λE⁻⁴, and λ has the dimension energy³. Under s → −s the weight is unchanged and E_L changes sign, so the two tails are equal at leading order.

Among n samples the largest deviation x_max satisfies nλ/x_max³ ~ 1. It shifts the mean by x_max/n ~ λ^(1/3) n^(−2/3), which is small against σ n^(−1/2). It shifts the sample variance by x_max²/n ~ λ^(2/3) n^(−1/3), which is large against n^(−1/2). The mean should therefore be Gaussian, and the sample variance should fluctuate as λ^(2/3) n^(−1/3) times a universal variable with a long positive tail.

**2. Assumptions**

Units are hartree atomic units. Ψ is real, N = ∫Ψ², E0 = ⟨E_L⟩, x = E_L − E0, σ² = ⟨x²⟩, and the samples are independent. Near the nodal surface Σ, Ψ and HΨ are smooth. On Σ, g = |∇Ψ| > 0 and h = HΨ. We require

0 < λ = (1/N) ∮_Σ |h|³/g dS < ∞,

that the expansions in s below may be integrated over Σ term by term, and that no other singularity of E_L contributes to its tails at the orders used. Complex Ψ, correlated Markov chains and diffusion Monte Carlo lie outside the derivation. In many-electron trial functions the conditions fail on lower-dimensional parts of the node: same-spin coalescence points, where 1/r₁₂ spoils the smoothness of HΨ, and crossings of the nodes of D↑ and D↓, where g = 0. These are not treated here, and the examples below are one-particle.

**3. The tail**

Fix a surface element dS with h ≠ 0 and orient s so that Ψ = gs(1 + O(s)). Then x = F(s)/s with F smooth and F(0) = q = h/g. The relation 1/x = s/F(s) is smooth and invertible near s = 0, so with v = 1/x

s = qv(1 + a₁v + …),  |ds/dx| = v²|ds/dv| = |q|v²(1 + 2a₁v + …).

The weight, including the Jacobian 1 + O(s) of normal coordinates, is g²s²(1 + O(s)) ds dS/N. Multiplying, using g²|q|³ = |h|³/g, and integrating over Σ,

p(x) = λ x⁻⁴ (1 + c₁/x + c₂/x² + …).   (1)

One series in v passes through v = 0, so the same c_j hold for both signs of x, and odd terms cancel in even averages. Integration gives P(±x > X) → λ/(3X³). Hence σ² is finite, ⟨|x|³⟩ diverges as ln X, and, since the even part of x⁴p is λ + O(x⁻²),

⟨x⁴; |x| < X⟩ = 2λX + M₄ + O(1/X).   (2)

This defines the finite part M₄, which need not be positive (it is negative in the example of section 7).

A node alone is not enough. If H commutes with a reflection through Σ and Ψ is odd, HΨ is odd too, h = 0 and λ = 0. For the hydrogen 2p form Ψ = z e^(−ζr), ∇²Ψ = z∇²e^(−ζr) + 2∂_z e^(−ζr) = (ζ² − 4ζ/r)Ψ, so E_L = −ζ²/2 + (2ζ − 1)/r is finite on the plane z = 0 away from the nucleus. Near the nucleus the radial weight is ∝ r⁴dr, so P(E_L > X) ∝ X⁻⁵ for ζ > 1/2 and ⟨x⁴⟩ is finite. A node is not necessary either. For Ψ = e^(−ζr), E_L = −ζ²/2 + (ζ − 1)/r with weight 4ζ³r²dr near r = 0, so for ζ < 1 P(x < −X) → λ₋/(3X³) with λ₋ = 4ζ³(1 − ζ)³, on one side. With a single tail, 2λX in (2) becomes λ₋X, and in (5) and κ below λ is replaced by λ₋/2. The c₁ term also has no partner, so (2) gains a ln X term and the correction formulas below change.

**4. The mean**

Let φ(k) = ⟨e^(ikx)⟩ and G(u) = cos u − 1 + u²/2, so that Re φ = 1 − σ²k²/2 + ⟨G(kx)⟩. Split the average at a fixed large X and let k → 0⁺. Inside, G ≈ (kx)⁴/24, giving k⁴(2λX + M₄)/24 by (2). Outside, with u = kx, both tails give 2λk³∫_(kX)^∞ G u⁻⁴du, and the c₂ term adds k⁴O(1/X). Integration by parts, with G′ = u − sin u, G″ = 1 − cos u and vanishing boundary terms, gives

∫₀^∞ G u⁻⁴du = (1/3)∫G′u⁻³du = (1/6)∫(1 − cos u)u⁻²du = (1/6)∫(sin u/u)du = π/12.

The missing piece is ∫₀^(kX) du/24 = kX/24. The outside is therefore πλk³/6 − 2λXk⁴/24, the X terms cancel, and

Re φ = 1 − σ²k²/2 + (πλ/6)|k|³ + M₄k⁴/24 + o(k⁴).   (3)

Because ⟨x⟩ = 0, Im φ = ⟨sin kx − kx⟩. This sees the odd part of p alone, which falls as |x|⁻⁵, and |sin u − u| ≤ |u|³/6, so Im φ = O(k³).

For W = √n(Ē − E0), with Ē the sample mean, φ_W(k) = φ(k/√n)ⁿ and

ln φ_W = −σ²k²/2 + πλ|k|³/(6√n) + i O(k³/√n) + O(1/n).

The limit is Gaussian with variance σ²: the central limit theorem holds. The imaginary term affects Re φ_W at order 1/n. For two-sided probabilities use

(2/π)∫₀^∞ cos(ky) sin(kw) dk/k = ½[sgn(w + y) + sgn(w − y)],

which follows from 2 cos(ky) sin(kw) = sin k(w+y) + sin k(w−y) and equals 1 for |y| < w, 0 outside. Averaging over y = W gives P(|W| < w) = (2/π)∫Re φ_W sin(kw)dk/k. Insert Re φ_W ≈ e^(−σ²k²/2)[1 + πλk³/(6√n)], w = zσ and m = kσ:

P(|W| > zσ) = erfc(z/√2) − [λ/(3σ³√n)] ∫₀^∞ m² e^(−m²/2) sin(mz) dm.

Define S(z) = ∫₀^∞ e^(−m²/2) sin(mz) dm; the integral above is −S″. By parts, S′ = ∫m e^(−m²/2) cos(mz)dm = 1 − zS, so S″ = −S − zS′ = (z² − 1)S − z. To order n^(−1/2),

P(|W| > zσ) = erfc(z/√2) + λ[(z² − 1)S − z]/(3σ³√n).   (4)

At z = 1 the excess is −λ/(3σ³√n). At large z, iterating S = (1 − S′)/z gives S ≈ 1/z + 1/z³, so S″ ≈ 2/z³ and the excess tends to 2λ/(3σ³z³√n). This equals n·P(|x| > √n zσ), the chance that one sample near the node moves the mean by itself. At finite n the far tail of the mean is a power law.

The sample variance s² tends to σ² by the law of large numbers, which needs just a finite ⟨x²⟩. Slutsky's theorem then makes W/s asymptotically standard normal, so the error bar s/√n is valid as n → ∞.

**5. The variance**

Let Y = x². Both roots contribute, with |dx/dy| = 1/(2√y), and c₁ cancels:

p_Y(y) = [p(√y) + p(−√y)]/(2√y) = λ y^(−5/2)(1 + c₂/y + …).

⟨Y⟩ = σ² is finite and ⟨Y²⟩ is not. As Y ≥ 0, the Laplace transform exists for Re t ≥ 0. With K(v) = e^(−v) − 1 + v, ⟨e^(−tY)⟩ = 1 − σ²t + ⟨K(tY)⟩. Split at Y = X². Inside, K ≈ (tY)²/2 gives t²(2λX + M₄)/2. Outside, v = ty gives λt^(3/2)∫_(tX²)^∞ K v^(−5/2)dv, and two integrations by parts give

∫₀^∞ K v^(−5/2)dv = (2/3)∫(1 − e^(−v))v^(−3/2)dv = (4/3)∫e^(−v)v^(−1/2)dv = 4√π/3.

The missing piece is ∫₀^(tX²) ½v^(−1/2)dv = √t X, which contributes −λXt² and cancels the inside X term:

⟨e^(−tY)⟩ = 1 − σ²t + (4√π/3)λt^(3/2) + M₄t²/2 + o(t²).   (5)

For complex t with Re t ≥ 0 the bound |K(v)| ≤ min(|v|²/2, 2|v|) still holds and the v contour rotates to the real axis, so (5) holds with the principal branch of t^(3/2).

Take first the estimator with known centre, v_n = (1/n)ΣY_i, and U_n = n^(1/3)(v_n − σ²)/κ = Σ(Y_i − σ²)/(κn^(2/3)). With t = τ/(κn^(2/3)), independence gives ln⟨e^(−τU_n)⟩ = n[ln⟨e^(−tY)⟩ + σ²t]. In ln(1 + ε) = ε − ε²/2 + … the linear term cancels and ε² = σ⁴t² + o(t²). Since nt^(3/2) = τ^(3/2)/κ^(3/2) and nt² = τ²n^(−1/3)/κ², the choice

κ = (4√π λ)^(2/3)

gives

ln⟨e^(−τU_n)⟩ = τ^(3/2)/3 + C₂τ²n^(−1/3) + o(n^(−1/3)),  C₂ = (M₄ − σ⁴)/(2κ²).   (6)

Set τ = −ik. Then τ^(3/2) = |k|^(3/2)e^(−3πi sgn(k)/4) = −|k|^(3/2)(1 + i sgn k)/√2, and by Lévy's continuity theorem U_n converges in law to U with

⟨e^(ikU)⟩ = exp[−(√2/6)|k|^(3/2)(1 + i sgn k)].

The stable form exp{−γ^α|k|^α[1 − iβ sgn(k) tan(πα/2)]} has tan(3π/4) = −1 at α = 3/2, so β = +1, γ = (√2/6)^(2/3) = 0.3816, and the mean is zero because no term is linear in k. Stability is visible in (6): a sum of m copies has transform exp(mτ^(3/2)/3), that of m^(2/3)U.

The real estimator follows from Σ(x_i − x̄)² = Σx_i² − n x̄² and x̄ = W/√n:

s² = [n/(n − 1)] (v_n − W²/n).

Thus s² − v_n = O(1/n) in probability, which is O(n^(−2/3)) on the scale κn^(−1/3), and

n^(1/3)(s² − σ²)/κ → U.   (7)

**6. The density of U**

The Bromwich integral is f(u) = (1/2πi)∫exp(τu + τ^(3/2)/3)dτ, upward along Re τ = c > 0. Put τ = w², dτ = 2w dw; w runs from ∞e^(−iπ/4) to ∞e^(iπ/4). With w = v − u the exponent is

(v − u)³/3 + u(v − u)² = v³/3 − v²u + vu² − u³/3 + uv² − 2u²v + u³ = v³/3 − u²v + 2u³/3.

The ends lie in the sectors π/6 < |arg v| < π/2 where Re v³ < 0, which is the contour of Ai(η) = (1/2πi)∫exp(v³/3 − ηv)dv; also Ai′(η) = −(1/2πi)∫v exp(v³/3 − ηv)dv. The prefactor 2(v − u) then gives

f(u) = −2e^(2u³/3)[Ai′(u²) + u Ai(u²)].   (8)

For u → −∞ the Airy decay exp(−2|u|³/3) joins the prefactor, and f falls as exp(−4|u|³/3) up to a power. For u > 0, fold the τ contour onto the negative axis; on the arcs π/2 ≤ |arg τ| ≤ π both Re τu and Re τ^(3/2) are non-positive. On τ = ρe^(±iπ), τ^(3/2) = ∓iρ^(3/2) and dτ = −dρ. The lower edge runs inward and gives +∫e^(−ρu + iρ^(3/2)/3)dρ, the upper edge runs outward and gives minus the conjugate, so

f(u) = (1/π)∫₀^∞ e^(−ρu) sin(ρ^(3/2)/3) dρ.

At large u small ρ dominates: f → Γ(5/2)u^(−5/2)/(3π) = u^(−5/2)/(4√π). Integrating over u > 0 and putting θ = ρ^(3/2)/3, dρ/ρ = (2/3)dθ/θ,

P(U > 0) = (1/π)(2/3)(π/2) = 1/3.

In the limit, two runs in three underestimate σ², and the remaining third, whose distribution has the long tail, restores the mean. U has no variance, and the Gaussian estimate √[(⟨x⁴⟩ − σ⁴)/n] for the error of s² is undefined by (2). Since δs/σ ≈ δs²/(2σ²), the relative error of the energy error bar falls as n^(−1/3).

The distribution function F_n of U_n is the Bromwich integral with an extra 1/τ. In it the factor 1 + C₂τ²n^(−1/3) from (6) turns τ² into ∂²/∂u², so F_n ≈ F + C₂n^(−1/3)f′(u). In (8) the derivatives of e^(2u³/3) and Ai′(u²) vanish at u = 0, so f′(0) = −2Ai(0) and, to first order in n^(−1/3),

P(U_n < 0) ≈ 2/3 − 2Ai(0)C₂n^(−1/3).   (9)

**7. Worked example: a 2s-like trial function for hydrogen**

Take Ψ = (1 − br)e^(−ζr) with b + ζ = 1, the cusp condition. Then Ψ′ = (−1 + bζr)e^(−ζr), Ψ″ = (bζ + ζ − bζ²r)e^(−ζr), and in HΨ = −Ψ″/2 − Ψ′/r − Ψ/r the 1/r terms cancel:

HΨ = (b − ζ/2 − 3bζ/2 + bζ²r/2)e^(−ζr).

Writing bζ²r/2 = ζ²/2 − (ζ²/2)(1 − br) and b = 1 − ζ,

E_L = −ζ²/2 + D/(1 − br),  D = 1 − 3ζ + 2ζ² = (1 − ζ)(1 − 2ζ).

The sole singularity is the sphere r₀ = 1/b, and D = 0 at the exact 2s value ζ = 1/2. With I_k = ∫r^k e^(−2ζr)dr = k!/(2ζ)^(k+1) and N′ = N/4π = I₂ − 2bI₃ + b²I₄, the factors 1 − br cancel against Ψ²:

E0 = −ζ²/2 + D(I₂ − bI₃)/N′,  σ² = D²I₂/N′ − (E0 + ζ²/2)².

For ζ = 0.55 bohr⁻¹: b = 0.45 bohr⁻¹, r₀ = 2.2222 bohr, D = 0.45 × (−0.1) = −0.045 Ha, N′ = 0.832035 bohr³, E0 = −0.13278 Ha (−3.613 eV). E0 may lie below −1/8 Ha because Ψ is not orthogonal to 1s. Then

σ² = 0.045² × (2/1.1³)/0.832035 − (0.15125 − 0.13278)² = 0.003316 Ha²,  σ = 0.05758 Ha.

For normalized Ψ, |h| = 0.0040995 and g = 0.040995 in atomic units, constant on the sphere:

λ = 4π × 2.2222² × 0.0040995³/0.040995 = 1.0429×10⁻⁴ Ha³,  λ/σ³ = 0.5462,

κ = (4√π × 1.0429×10⁻⁴)^(2/3) = 8.177×10⁻³ Ha²,  κ/σ² = 2.466.

At X = 45 Ha, 3X³P/λ is 0.99844 for the upper tail and 1.00157 for the lower: the deviations are opposite and nearly cancel, as the c₁ term in (1) requires. The cut fourth moment is 0.00937688 Ha⁴, and subtracting 2λX = 90 × 1.04292×10⁻⁴ leaves −9.4×10⁻⁶ Ha⁴, matching M₄ = −9.356×10⁻⁶ Ha⁴. Hence

C₂ = (−9.356×10⁻⁶ − 0.00331594²)/(2 × 0.00817692²) = −0.1522.

For the mean at n = 10⁴ and z = 1, (4) gives −0.5462/300 = −0.001821; inversion of the true φ(k/√n)ⁿ gives −0.001812, against a Gaussian term 0.3173. At z = 8 the Gaussian term is 1.2×10⁻¹⁵, while the excess is 7.871×10⁻⁶ from (4) and 7.8705×10⁻⁶ from the inversion.

At n = 10⁶ the energy error bar is σ/1000 = 5.76×10⁻⁵ Ha (1.57×10⁻³ eV), and κn^(−1/3) = 8.177×10⁻⁵ Ha². The 2.5%, 50% and 97.5% quantiles of U are −1.154, −0.2735 and 2.392, so by (7) the central 95% range of s² runs from

0.0033159 − 1.154 × 8.177×10⁻⁵ = 0.003222 Ha²  to  0.0033159 + 2.392 × 8.177×10⁻⁵ = 0.003511 Ha².

Relative to σ² this is −2.8% to +5.9%, with the median at 2.466 × (−0.2735)% = −0.67%. The quartiles of U are −0.6230 and 0.1837, so an interquartile range of 1% of σ² needs n = (2.466 × 0.8068/0.01)³ ≈ 7.9×10⁶.

The approach to the limit is slow. The largest gap |F_n − F| on the grid examined is 0.018, 0.0017 and 0.00017 at n = 10³, 10⁶ and 10⁹, a factor of about ten per factor 10³ as (6) predicts. At n = 10⁶, P(U_n < 0) is 0.667745 against 0.667747 from (9); it exceeds 2/3 because C₂ < 0. Between n = 10⁶ and 10⁹ the interquartile width of v_n falls with exponent 0.3327. In 16000 sampled runs of n = 1000, the distribution of the true s² stays within 0.0072 of F_n on the same grid, the interval ±s/√n covers E0 in a fraction 0.682 of runs (Gaussian value 1 − 0.3173), and the interquartile width shrinks by 1.96 from n = 1000 to 8000, where (7) gives 2 and a normal law √8. The fraction with s² < σ² is 0.682, above the value 0.677 for v_n by 0.005, a gap within sampling noise; the sampling standard error is √(0.68 × 0.32/16000) ≈ 0.004.

The numerical check also covers cases beyond the sphere. For the two-dimensional oscillator with Ψ = P e^(−(ξ²+η²)/2), P = ξ − 0.5 − 0.3η², one has HΨ = (−½∇²P + ξ∂_ξP + η∂_ηP + P)e^(−(ξ²+η²)/2), so h ∝ 0.3 + ξ − 0.6η² = 0.8 − 0.3η² changes sign along a curved node. There λ = 0.1438 (ħω)³, and the two-sided tail ratio at X = 400 ħω is 0.999999. The 2p function with ζ = 0.55 has a local tail exponent 4.94 between X = 10 and 20 Ha, near the limiting 5, and the 1s function with ζ = 0.9 has λ₋ = 4 × 0.9³ × 0.1³ = 0.002916 Ha³ with tail ratio 0.996 at X = 100 Ha.

Table of computed values

```
zeta = 0.55 1/bohr
b = 0.45 1/bohr
r0 = 2.22222 bohr
D = -0.045 Ha
N' = 0.832035 bohr^3
E0 = -0.13278 Ha
E0 = -3.61312 eV
var = 0.00331594 Ha^2
sigma = 0.0575842 Ha
|H psi| on node, normalized = 0.00409952 Ha bohr^-1.5
|grad psi| on node, normalized = 0.0409952 bohr^-2.5
lambda = 0.000104292 Ha^3
lambda/sigma^3 = 0.546184
kappa = 0.00817692 Ha^2
kappa/var = 2.46594
3X^3 P(x>X)/lambda, X=45 Ha = 0.998436
3X^3 P(x<-X)/lambda, X=45 Ha = 1.00157
2D oscillator lambda = 0.14376 (hbar omega)^3
2D two-sided tail ratio, X=400 = 0.999999
2p trial, exponent of P(E_L>X) = 4.9396
1s zeta=0.9 lambda_minus = 0.002916 Ha^3
1s tail ratio, X=100 Ha = 0.995961
<x^4; |x|<45 Ha> = 0.00937688 Ha^4
M4 = -9.35616e-06 Ha^4
C2 = -0.152191
n=1e4 z=1: Gaussian P(|W|>z sigma) = 0.317311
n=1e4 z=1: excess, exact = -0.00181228
n=1e4 z=1: excess, formula = -0.00182061
n=1e4 z=8: Gaussian P(|W|>z sigma) = 1.24419e-15
n=1e4 z=8: excess, exact = 7.8705e-06
n=1e4 z=8: excess, formula = 7.87058e-06
stable scale of U = 0.381571
P(U<0) = 0.666667
quantile 0.025 of U = -1.15403
quantile 0.25 of U = -0.623035
quantile 0.5 of U = -0.273476
quantile 0.75 of U = 0.183731
quantile 0.975 of U = 2.39151
n=1e+03: max |F_n - F| = 0.0178786
n=1e+03: P(U_n<0) = 0.677253
n=1e+06: max |F_n - F| = 0.0017321
n=1e+06: P(U_n<0) = 0.667745
n=1e+09: max |F_n - F| = 0.000172579
n=1e+09: P(U_n<0) = 0.666775
n=1e6: P(U_n<0), first-order formula = 0.667747
width exponent, n=1e6 to 1e9 = 0.332706
MC runs of n=1000 = 16000
MC max CDF gap to exact finite n = 0.0071568
MC fraction s2<var = 0.68225
MC IQR ratio n=1000/8000 = 1.95727
MC coverage of 1-sigma error bar = 0.682
n=1e6 error bar = 5.75842e-05 Ha
n=1e6 error bar = 0.00156695 eV
n=1e6 kappa n^(-1/3) = 8.17692e-05 Ha^2
n=1e6 s2 2.5% point = 0.00322158 Ha^2
n=1e6 s2 97.5% point = 0.0035115 Ha^2
n=1e6 s2 median shift = -0.674377 %
n for IQR of s2 = 1% of var = 7.87392e+06
```
